# Midgap conductance ratios of alternant hydrocarbons from integers

## Problem

In an alternant hydrocarbon the conjugated carbon atoms split into two sets, $a$ and $b$, such that every bond joins an atom of one set to an atom of the other. Describe the pi electrons by the nearest-neighbour Hückel model

$$H=-tA,\qquad A=\begin{pmatrix}0&C\\C^{T}&0\end{pmatrix},\qquad t>0,$$

with all site energies equal to zero. The adjacency matrix $A$ has the entry 1 for each bonded pair and 0 otherwise. Its block $C$, with rows in set $a$ and columns in set $b$, is the connectivity matrix. Assume that $C$ is square and $d=\det C\neq0$.

Two weakly coupled single-channel contacts are attached to one atom each. They are the same for every choice of atoms, and the electrons enter at the middle of the gap. At zero temperature and zero bias the conductance is $(2e^2/h)T$, where $T$ is the transmission probability and the 2 counts spin.

(a) Show that the ratio of two such conductances, with one contact in each set, is the squared ratio of two integers obtained from $C^{-1}$.

(b) Find the ratio for naphthalene contacted at atoms 1 and 4 to naphthalene contacted at atoms 2 and 6. The perimeter is numbered 1, 2, 3, 4, 4a, 5, 6, 7, 8, 8a, and the bond 4a–8a joins the two rings.

Energies are measured in units of $t$, which cancels from the ratio.

## A tempting solution

For weak contacts $T$ is proportional to $g_{ij}^2$ (derived below), where $g$ is the Green function of the isolated molecule. With real orbital amplitudes $c^{(n)}_i$ and levels $E_n$,

$$g_{ij}(E)=\sum_n\frac{c^{(n)}_i c^{(n)}_j}{E-E_n}.$$

At midgap the nearest levels are the HOMO and the LUMO, so it is tempting to keep these two alone.

They can be found by symmetry. Write $E_n=-\varepsilon t$, so that $Ac=\varepsilon c$. Orbitals that change sign when the two rings are exchanged vanish on 4a and 8a, which leaves the chain 1–2–3–4. If they also obey $c_4=-c_1$ and $c_3=-c_2$, then $\varepsilon c_1=c_2$ and $\varepsilon c_2=c_1-c_2$, hence $\varepsilon^2+\varepsilon-1=0$. If instead $c_4=c_1$ and $c_3=c_2$, then $\varepsilon^2-\varepsilon-1=0$. The smallest magnitude in both cases is $(\sqrt5-1)/2=0.6180$.

For orbitals that are even under ring exchange, and also even under $1\leftrightarrow4$, the equations are

$$\varepsilon c_1=c_2+c_{8a},\quad \varepsilon c_2=c_1+c_2,\quad \varepsilon c_{8a}=2c_1+c_{8a}.$$

They give $\varepsilon=1$ (with $c_1=0$) or $\varepsilon(\varepsilon-1)=3$, that is, $\varepsilon=(1\pm\sqrt{13})/2$. The orbitals odd under $1\leftrightarrow4$ give the negatives of these values. All have magnitude 1 or more, so the HOMO has $\varepsilon=0.6180$ and amplitudes

$$(c_1,c_2,c_3,c_4)=N(1,\varepsilon,-\varepsilon,-1),\qquad c_6=-c_3=N\varepsilon,\qquad N^2=\frac{1}{4(1+\varepsilon^2)}.$$

The LUMO follows by changing the sign of the amplitudes on set $b$. Atoms 1 and 4 lie in opposite sets, as do 2 and 6, so the numerator changes sign. So does the denominator, and the two orbitals contribute equally:

$$g_{14}\approx\frac{2c_1c_4}{\varepsilon t}=-\frac{2N^2}{\varepsilon t},\qquad g_{26}\approx\frac{2c_2c_6}{\varepsilon t}=\frac{2\varepsilon N^2}{t}.$$

The conductance ratio would then be $1/\varepsilon^4=1/0.6180^4\approx6.85$.

## Where it fails

The orbitals are right, but the truncation is not. The frontier levels lie $0.618\,t$ from midgap and the next ones lie $1\,t$ away. No small parameter suppresses the other eight orbitals, and their weight differs between the two pairs of atoms. The whole sum is needed. At $E=0$ it is the inverse of a matrix, which can be found without any orbitals.

## Right solution

**Midgap.** Changing the sign of the amplitudes on one set turns $H$ into $-H$, so the levels occur in pairs $\pm E$. Since $\det C\neq0$, none is zero. In the neutral molecule, with one pi electron per atom, the negative levels are doubly filled and midgap is $E=0$. This pairing of levels relies on alternancy: for azulene, which is not alternant, the same model puts midgap at $-0.038\,t$.

**The integers.** At midgap $g=(0-H)^{-1}=A^{-1}/t$. Block multiplication confirms that

$$A^{-1}=\begin{pmatrix}0&(C^{-1})^{T}\\C^{-1}&0\end{pmatrix},$$

because $A$ times this matrix has the diagonal blocks $CC^{-1}=1$ and $C^T(C^{-1})^T=1$, and zeros elsewhere. Thus $g$ vanishes between atoms of the same set. Between the sets, the adjugate formula for the inverse gives

$$g_{ab}=\frac{(C^{-1})_{ba}}{t}=\frac{M_{ab}}{t\,d},$$

where $M_{ab}$ is the cofactor of $C$: the determinant left after deleting row $a$ and column $b$, with its alternating sign. It is a sum of products of zeros and ones with signs, and therefore an integer.

**The contacts.** Let each lead be a semi-infinite chain with hopping $-t_\ell$, site energy zero, and hopping $-v_L$ or $-v_R$ from its end site to the molecule. Its waves obey $E=-2t_\ell\cos k$, so $k=\pi/2$ at $E=0$. On the left the amplitudes are $e^{ikn}+re^{-ikn}$ for $n\le0$; on the right they are $\tau e^{ikn}$ for $n\ge0$.

At each end site the coupling to the molecule replaces the coupling to the missing next chain site. Hence

$$t_\ell(i-ir)=v_L\psi_a,\qquad -i\,t_\ell\tau=v_R\psi_b,$$

which gives $1+r=2+iv_L\psi_a/t_\ell$ and $\tau=iv_R\psi_b/t_\ell$. The equations on the molecule are

$$0=(H\psi)_m-v_L(1+r)\,\delta_{ma}-v_R\tau\,\delta_{mb}.$$

Insert $1+r$ and $\tau$, and define $\Gamma_{L,R}=2v_{L,R}^2/t_\ell$. The contacts then act as self-energies $\Sigma_a=-i\Gamma_L/2$ and $\Sigma_b=-i\Gamma_R/2$ on the two atoms:

$$(-H-\Sigma)\psi=-2v_L e_a,$$

where $e_a$ is 1 on atom $a$ and 0 elsewhere. With $G=(-H-\Sigma)^{-1}$ this means $\psi_b=-2v_LG_{ba}$. The leads are alike, so incoming and outgoing waves have the same speed, and

$$T=|\tau|^2=\frac{4v_L^2v_R^2}{t_\ell^2}|G_{ba}|^2=\Gamma_L\Gamma_R|G_{ba}|^2 .$$

It remains to express $G$ through $g$. From $G=g+g\Sigma G$ and $g_{aa}=g_{bb}=0$,

$$G_{aa}=g_{ab}\Sigma_bG_{ba},\qquad G_{ba}=g_{ba}+g_{ba}\Sigma_aG_{aa}.$$

Since $g_{ba}=g_{ab}$ and $\Sigma_a\Sigma_b=-\Gamma_L\Gamma_R/4$, elimination of $G_{aa}$ gives

$$G_{ba}=\frac{g_{ab}}{1+\Gamma_L\Gamma_Rg_{ab}^2/4},\qquad T_{ab}=\frac{4x}{(1+x)^2},\qquad x=\frac{\Gamma_L\Gamma_RM_{ab}^2}{4t^2d^2}.$$

For two pairs with the same contacts, and $M_{a'b'}\neq0$,

$$\frac{T_{ab}}{T_{a'b'}}=\left(\frac{M_{ab}}{M_{a'b'}}\right)^2\left(\frac{1+x'}{1+x}\right)^2 .$$

As $\Gamma_L\Gamma_R\to0$ the last factor tends to 1, which proves (a). If both contacts are in the same set, every element of $g$ between the contacted atoms is zero, and the same equation for $G$ gives $T=0$ at midgap.

The formula was tested against direct wave matching for every pair of atoms in benzene, naphthalene and anthracene, with unequal contacts. In benzene all $|M_{ab}|$ are 1, so at midgap neighbouring and opposite atoms conduct equally in this model.

**Naphthalene.** The sets are $a=\{1,3,4a,6,8\}$ and $b=\{2,4,5,7,8a\}$. The column of $A^{-1}$ that belongs to atom 4 is the vector $v$ on set $a$ whose sum over the neighbours of a $b$ atom is 1 at atom 4 and 0 at the others:

$$v_1+v_3=0,\quad v_3+v_{4a}=1,\quad v_{4a}+v_6=0,\quad v_6+v_8=0,\quad v_1+v_8+v_{4a}=0.$$

The first four equations give $v_3=-v_1$, $v_{4a}=1+v_1$, $v_6=-(1+v_1)$ and $v_8=1+v_1$. The last becomes $v_1+2(1+v_1)=0$, so $v_1=(A^{-1})_{14}=-2/3$.

For atom 2 the 1 moves to the first equation. Then $v_3=-v_{4a}$, $v_1=1+v_{4a}$, $v_6=-v_{4a}$ and $v_8=v_{4a}$. The last equation becomes $1+3v_{4a}=0$, so $v_6=(A^{-1})_{62}=1/3$. Hence

$$\frac{T_{14}}{T_{26}}\to\left(\frac{-2/3}{1/3}\right)^2=4,$$

which answers (b). With the rows and columns in the order listed above, $d=3$ and the full table of integers is

$$M=\begin{pmatrix}2&-2&1&-1&1\\1&2&-1&1&-1\\-1&1&1&-1&1\\1&-1&2&1&-1\\-1&1&-2&2&1\end{pmatrix}.$$

The error of the truncation can now be measured. With $N^2=1/(4\times1.382)=0.181$, the frontier orbitals give $g_{14}\approx-0.585/t$ and $g_{26}\approx0.224/t$, while the full values are $-0.667/t$ and $0.333/t$. The eight omitted orbitals supply about 12% of the first full value and 33% of the second. This difference turns 4 into 6.85.

## Finite coupling

Take $\Gamma_L=\Gamma_R=0.1\,t$. Then

$$x_{14}=\frac{0.01\times4}{4\times9}=1.11\times10^{-3},\qquad x_{26}=\frac{0.01\times1}{4\times9}=2.78\times10^{-4},$$

and $4x/(1+x)^2$ gives $T_{14}=4.43\times10^{-3}$ and $T_{26}=1.11\times10^{-3}$. With $2e^2/h=77.48$ microsiemens, the conductances are 0.344 and 0.086 microsiemens. Their ratio is 3.993, because the correction factor is close to $1-2(x_{14}-x_{26})=1-0.0017$.

The ratio falls to 3.84 at $\Gamma=0.5\,t$. At $\Gamma=1\,t$, where $x_{14}=1/9$ and $x_{26}=1/36$, it is $4\,(37/40)^2=3.42$. For $x\gg1$ the formula becomes $T\approx4/x$, and the ratio tends to the inverse value, $1/4$. The integer rule thus belongs to weak coupling.

## Away from midgap

Keep the weak-coupling limit and set $t=1$. For $|E|$ below the frontier value 0.618,

$$g(E)=(E+A)^{-1}=A^{-1}-EA^{-2}+E^2A^{-3}-\dots$$

Even powers of $A^{-1}$ connect atoms of the same set, so elements between the sets contain even powers of $E$ only. The block of $A^{-3}$ between the sets is $MM^TM/d^3$. For the pair 1,4, the product of $M^T$ with the second column of $M$ is $(-5,11,-7,4,-1)$, and its scalar product with the first row is $-10-22-7-4-1=-44$. For the pair 2,6, the product of $M^T$ with the first column is $(8,-5,4,-1,-2)$, and the fourth row gives $8+5+8-1+2=22$. Therefore

$$g_{14}=-\frac23-\frac{44}{27}E^2+\dots,\qquad g_{26}=\frac13+\frac{22}{27}E^2+\dots$$

The quadratic terms are also in the ratio $-2$, so the conductance ratio has no correction of order $E^2$. Its departure from 4 grows by a factor 16.2 when $E$ doubles from $0.05\,t$ to $0.1\,t$, close to the 16 of a fourth-power law. The ratio is 4.0005 at $E=0.1\,t$ and 4.05 at $0.3\,t$. This cancellation has been shown for this pair of connectivities, not in general.

## Conditions

The condition $\det C\neq0$ excludes cyclobutadiene, where all four entries of $C$ are 1 and $d=0$. It also excludes molecules with unequal sets: the amplitudes on the larger set then obey fewer equations than there are unknowns, which forces a level at $E=0$.

The model leaves out electron–electron interaction beyond a uniform mean field, differences in bond length, current through the sigma electrons, and any dependence of the contacts on the atom they touch. The value 4 is therefore a result of the Hückel model at weak coupling, and a real junction may depart from it. The numerical output below lists the computed values; the frontier-orbital estimates were worked out by hand above and are not part of it.

## Computed results

```
benzene: det C = 2, distinct |M| = [1]
naphthalene: det C = 3, distinct |M| = [1, 2]
anthracene: det C = 4, distinct |M| = [1, 2, 3, 4]
naphthalene HOMO, LUMO = -0.6180, 0.6180 t
azulene midgap energy = -0.0384 t
cyclobutadiene: det C = 0
naphthalene M, columns b = 2 4 5 7 8a
  a = 1 :   2  -2   1  -1   1
  a = 3 :   1   2  -1   1  -1
  a = 4a:  -1   1   1  -1   1
  a = 6 :   1  -1   2   1  -1
  a = 8 :  -1   1  -2   2   1
inverse of A, element 1,4 = -0.666667
inverse of A, element 2,6 = 0.333333
squared integer ratio 1,4 to 2,6 = 4
wave-matching ratio at Gamma = 0.001 t: 3.999999
conductance quantum = 77.4809 microsiemens
example: both Gamma = 0.1 t
  1,4: x = 1.1111e-03, T = 4.43458e-03, G = 0.3436 microsiemens
  2,6: x = 2.7778e-04, T = 1.11049e-03, G = 0.0860 microsiemens
ratio at Gamma = 0.1 t: 3.9933
ratio at Gamma = 0.5 t: 3.8395
ratio at Gamma = 1.0 t: 3.4225
inverse cube of A, element 1,4 = -44/27
inverse cube of A, element 2,6 = 22/27
growth of (ratio - 4) from E = 0.05 t to 0.1 t: 16.224
weak-coupling ratio at E = 0.1 t: 4.00054
weak-coupling ratio at E = 0.2 t: 4.00921
weak-coupling ratio at E = 0.3 t: 4.05186
```
